# Midpoint heating of an interconnect line ended by thermally resistive vias, part 2

A metal line carries a fixed direct current $I$ and loses heat sideways through the dielectric and, at its ends $x=\pm L/2$, through two equal vias to a heat sink. The question is how the vias affect the steady midpoint rise $\theta_m$. All rises $\theta$ are measured from the sink temperature.

The line has cross-section $A$, thermal conductivity $k$ and $K=kA$. Its current density is $j=I/A$, and its resistivity is $\rho_0(1+\alpha\theta)$. The local side loss is $g\theta$ per unit length. The heat balance is

$$
K\frac{d^2\theta}{dx^2}-(g-\alpha q_0)\,\theta+q_0=0 ,\qquad q_0=j^2\rho_0A .
$$

With $g'=g-\alpha q_0>0$, $\lambda=\sqrt{K/g'}$ and $\theta_\infty=q_0/g'$, its symmetric solution is

$$
\theta(x)=\theta_\infty-C\cosh\frac{x}{\lambda},\qquad C=\frac{\theta_\infty-\theta_v}{D},\qquad D=\cosh u+r\sinh u .
$$

Here $u=L/(2\lambda)$, $R_\lambda=\lambda/K$ and $r=R_v/R_\lambda$. $R_v$ is the thermal resistance of a via from top to sink, and $\theta_v$ is the rise of its top from its own heat alone. "Unheated" vias have $\theta_v=0$; "cooled ends" also have $R_v=0$. Seen from a via, half of the line is a source at $\theta_\infty$ behind the resistance $R_\lambda\coth u$.

In the example, the line is 50 nm wide and 100 nm thick and carries 1 mA (20 MA/cm²), with $L=2$ µm unless stated otherwise. The dielectric, of conductivity 0.30 W/(m K), fills the 200 nm between line and sink and continues to a height of 600 nm, where no heat passes. Each via is a square metal post, 50 nm wide and 200 nm high, on a thin barrier film, with $R_v=0.751$ K/µW in total. Further values are $K=1.14\times10^{-12}$ W m/K, $q_0=8.0$ W/m, $\alpha=0.003$ K⁻¹, $g=0.733$ W/(m K) and $g'=0.709$ W/(m K).

The formula for unheated vias was also checked against a numerical network of 2000 thermal resistors.

## Length, resistance and the limits of the model

The line has length $L$, axial heat conductance $K=kA$, Joule heat $q_0$ per unit length, and net side loss $g'=g-\alpha q_0$ per unit length and kelvin. Its healing length is $\lambda=\sqrt{K/g'}$, the rise far from any end is $\theta_\infty=q_0/g'$, and a long line presents the thermal resistance $R_\lambda=\lambda/K$ to a via. Each via has thermal resistance $R_v$ and, by its own heating alone, a top rise $\theta_v$. With $u=L/(2\lambda)$ and $r=R_v/R_\lambda$, the midpoint rise is

$$
\theta_m=\theta_\infty-\frac{\theta_\infty-\theta_v}{D},\qquad D=\cosh u+r\sinh u .
$$

In the example $\lambda=1.27$ µm, $\theta_\infty=11.3$ K, $R_\lambda=1.11$ K/µW, $r=0.675$ and $\theta_v=2.2$ K.

Consider unheated vias first, $\theta_v=0$, and a line much shorter than the healing length. For $u\ll1$, $\cosh u\approx1+u^2/2$ and $\sinh u\approx u$, so

$$
\theta_m=\theta_\infty\frac{D-1}{D}\approx\theta_\infty\frac{u^2/2+ru}{1+u^2/2+ru} .
$$

If $ru$ is small too, the denominator is close to one. The remaining terms can be written in the original quantities with the help of $K/\lambda^2=g'$:

$$
\theta_\infty\frac{u^2}{2}=\frac{q_0}{g'}\,\frac{L^2}{8\lambda^2}=\frac{q_0L^2}{8K},
\qquad
\theta_\infty ru=\frac{q_0}{g'}\,\frac{R_vK}{\lambda}\,\frac{L}{2\lambda}=\frac{q_0LR_v}{2} .
$$

Therefore

$$
\theta_m\approx\frac{q_0L^2}{8K}+\frac{q_0LR_v}{2}\qquad(u\ll1,\ ru\ll1).
$$

The side loss has dropped out. Half of the heat, $q_0L/2$, leaves through each via and raises the end by $q_0LR_v/2$. The first term is the further rise from end to midpoint. The two terms are equal when

$$
R_v=\frac{L}{4K},
$$

one quarter of the line's thermal resistance from end to end. In this regime such a via doubles the midpoint rise. The via term is linear in length and the line term quadratic, so as the line is shortened at fixed cross-section, current and via, the via takes over.

The 2 µm line shows where this simple law stops. It would give $3.5+6.0=9.5$ K for unheated vias, far above the 5.4 K of the full formula, because $u=0.79$ and $ru=0.53$ are not small. The side loss already limits the rise. Keeping the denominator, $1+u^2/2+ru=1.84$, brings the estimate to 5.2 K, about 4 % below the full result. The doubling rule fails in the same way. For this line $L/(4K)=0.44$ K/µW, yet even a via of 0.5 K/µW raises the midpoint from 2.8 K to 4.7 K, short of 5.6 K.

A short line may also have such poor vias that $ru$ is not small. If $u\ll1$ and $u\ll r$, the term $u^2/2$ is negligible beside $ru$, and

$$
\theta_m\approx\theta_\infty\frac{ru}{1+ru},\qquad ru=\tfrac12R_vg'L .
$$

For a given $R_v$, the thermal conductivity of the line no longer appears. The line has nearly one temperature, found by setting the heat produced, $q_0L$, equal to the net side loss $g'L\theta$ plus the flow $2\theta/R_v$ through both vias. With the vias unchanged, a line metal that conducted heat better at the same resistivity would not make such a line cooler.

For a long line, $\cosh u$ and $\sinh u$ both approach $e^u/2$, and

$$
\theta_m\approx\theta_\infty\left[1-\frac{2e^{-u}}{1+r}\right]\qquad(u\gg1).
$$

The influence of the ends fades exponentially. The factor $1/(1+r)$ equals $e^{-\ln(1+r)}$, so the via acts as if $u$ were larger by $\ln(1+r)$. Seen from the midpoint of a long line, each unheated via is equivalent to an extra piece of line of length

$$
\Delta L=\lambda\ln(1+r)
$$

with a perfectly cooled end. In the example this is 0.65 µm per via.

For a line of any length this value is an upper bound on the equivalent extra length. To see this, compare

$$
\cosh\bigl[u+\ln(1+r)\bigr]=\tfrac12\left[(1+r)e^u+\frac{e^{-u}}{1+r}\right]
$$

with

$$
D=\tfrac12\left[(1+r)e^u+(1-r)e^{-u}\right].
$$

Since $(1-r)(1+r)=1-r^2<1$ for $r>0$, the number $1-r$ is smaller than $1/(1+r)$, and $D$ is the smaller of the two expressions. A perfectly cooled line with the same midpoint rise must have a hyperbolic cosine equal to $D$, so it needs less extra length than $\lambda\ln(1+r)$ at each end. For the 2 µm line, solving $\cosh u_{\rm eq}=1.917$ gives $u_{\rm eq}=1.268$. The extra length is $(1.268-0.789)\lambda=0.61$ µm per via, not far below the bound.

The transition between short and long lines appears in the midpoint rises below. Cross-section, current and via are held fixed, and only the length changes.

| $L$ (µm) | $u$ | cooled ends (K) | unheated vias (K) | heated vias (K) |
|---:|---:|---:|---:|---:|
| 1 | 0.39 | 0.8 | 2.9 | 4.6 |
| 2 | 0.79 | 2.8 | 5.4 | 6.6 |
| 5 | 1.97 | 8.2 | 9.4 | 9.8 |
| 10 | 3.94 | 10.8 | 11.0 | 11.1 |
| 20 | 7.89 | 11.3 | 11.3 | 11.3 |

In relative terms the via matters most for the shortest line listed. In kelvin, the step from cooled ends to unheated vias is largest at 2 µm among these lengths. A very short line produces too little heat to warm its vias much, and a very long one hides them from its midpoint.

The length at which the midpoint responds most strongly to a small change of via resistance can be found from the derivative. For unheated vias and a fixed line cross-section and current,

$$
\frac{\partial\theta_m}{\partial r}=\theta_\infty\frac{\sinh u}{(\cosh u+r\sinh u)^2} .
$$

Differentiating the fraction with respect to $u$ at fixed $r$ gives a numerator

$$
\cosh u(\cosh u+r\sinh u)-2\sinh u(\sinh u+r\cosh u)
$$

over the positive denominator $D^3$. Multiplied out, the numerator is $\cosh^2u-r\sinh u\cosh u-2\sinh^2u$. With $t=\tanh u$, it equals $\cosh^2u\,(1-rt-2t^2)$. The bracket is positive at $t=0$ and falls steadily, so there is a single maximum, at

$$
\tanh u=\frac{\sqrt{r^2+8}-r}{4} .
$$

For nearly perfect vias, $r\to0$, this gives $\tanh u=1/\sqrt2$, or $\sinh u=1$ and $L=1.76\lambda$, which is 2.2 µm here. At the actual $r=0.675$ the most sensitive length is 1.6 µm. For very poor vias the condition tends to $u\approx1/r$, which is the point $ru=1$ where, for a nearly isothermal line, the heat flow through the vias equals the net side loss $g'L\theta$.

At fixed length, a growing via resistance has a diminishing effect, since $\theta_\infty-\theta_m=\theta_\infty/(\cosh u+r\sinh u)$ flattens out. This gap is half of its value for cooled ends when $r\sinh u=\cosh u$, that is, when

$$
R_v=R_\lambda\coth u .
$$

The via then has the same thermal resistance as half of the line seen from the via. For $L=2$ µm this happens at 1.7 K/µW. Accordingly the midpoint rise, with unheated vias, climbs from 2.8 K for cooled ends to 5.9 K at 1 K/µW and 7.4 K at 2 K/µW, but only to 9.1 K at 5 K/µW.

The self-heating of the vias changes the picture most for short lines. As $L\to0$, $D\to1$ and $\theta_m\to\theta_v$: the line takes the temperature of the via tops instead of cooling to the sink. In the example this floor is 2.2 K. The local form of the side loss is no longer sound once $L$ is comparable with the 200 nm of dielectric below the line, so the floor is a limit of the model. If the vias were so resistive that $\theta_v>\theta_\infty$, the constant $C$ would be negative. Heat would then flow from the vias into the line, and the midpoint would be its coolest point.

The formulas were derived for $g'>0$. With the example's values $g'$ vanishes at 111 MA/cm², where $\alpha q_0=g$. An infinitely long line then has no steady state: the dielectric removes no more extra heat per kelvin than the rising resistivity produces. A finite line can still pass heat to its vias. At $g'=0$ the balance is $K\,d^2\theta/dx^2=-q_0$, whose solution is a parabola. For unheated vias its midpoint rise is $q_0L^2/(8K)+q_0LR_v/2$, now without approximation. Such currents would, however, bring temperature rises at which constant $k$ and a linear resistivity are doubtful.

At 20 MA/cm² other omissions matter more. Their sizes below refer to $L=2$ µm with heated vias, where $\theta_m=6.6$ K. The dielectric also conducts heat along the line, with an estimated 3 % of the metal's own axial conductance, and this lowers the midpoint by 0.02 to 0.03 K. Heat also spreads into the dielectric beyond the two ends of the line, which the model leaves out; together with the axial conduction this lowers the midpoint by about 0.2 K. Away from the ends, the temperature drop inside the metal cross-section would be only about 0.04 K even if all the heat left evenly through the underside. Directly above a via, where the heat turns from the line into the narrower post, the temperature varies by about 0.2 K over the cross-section, and the corner adds roughly 0.02 to 0.04 K/µW to the path, depending on where the via sits. The metal's conductivity changes by less than 1 % at the midpoint temperature. The increase of resistivity in the vias adds 0.01 K. If the posts lost heat through their side walls as readily as the line does, the midpoint would fall by 0.18 K. These changes do not simply add: with the actual shape of line end and post in the dielectric, they lower the midpoint by roughly 0.2 to 0.3 K in all.

The assumption of an isolated line is far more serious. If equal parallel lines at a pitch of 100 nm all carry the same current, each one has only its own strip of dielectric through which to reach the sink. The loss $g$ falls from 0.733 to 0.147 W/(m K), close to the $0.30\times100/200=0.15$ W/(m K) of vertical flow through such a strip. The healing length grows to 3.0 µm and $\theta_\infty$ to 65 K. The midpoint of the 2 µm line rises to 10.4 K, 58 % above the isolated line but far below the new $\theta_\infty$. The line is now shorter than its healing length, and its vias carry most of the heat. With no net side loss at all, the short-line law plus the self-heating of the vias would give $9.52+2.24=11.8$ K.

Set beside a real chip, the dimensions, resistivity and dielectric conductivity are roughly those of narrow lines in a low-permittivity dielectric. The coefficient $\alpha=0.003$ K⁻¹ is that of bulk copper and is too high for a narrow copper line. Scattering at surfaces and grain boundaries raises the resistivity but hardly changes its slope with temperature, so at 4.0 µΩ cm $\alpha$ would be nearer 0.0017 K⁻¹. This lowers the midpoint of the 2 µm line by only about 0.04 K, but it moves the current density at which $g'$ vanishes from 111 to about 150 MA/cm². The current density is not typical of operation. It belongs to a heating test, while sustained operating values are, roughly, of order 1 MA/cm². Since $q_0$ varies as $j^2$, a tenfold lower current density reduces all the rises about a hundredfold, to less than 0.1 K for the isolated 2 µm line. The sink is also idealized. In a chip with many wiring levels, a via may end on another narrow line that is itself warm and still some distance from the silicon. The extra distance raises the effective $R_v$, and the heat produced in the other line raises $\theta_v$. Going from 0.75 to 2 K/µW, with the side loss and current unchanged and via heating left out, takes the midpoint of the 2 µm line from 5.4 K to 7.4 K. A greater distance to the sink would reduce $g$ as well and lengthen $\lambda$. For an isolated line the effect is modest: with 500 nm of dielectric below the line instead of 200 nm, and still 300 nm above it, $\lambda$ grows from 1.27 to about 1.5 µm. For equally heated parallel lines at a pitch of 100 nm it grows from 3.0 to about 5.7 µm, and a 10 µm line, long in the isolated example, is then no longer long. Treating the ends as perfectly cooled is therefore safe for the midpoint if $2e^{-u}$ is negligible or, in a shorter line, if $R_v$ is much smaller than $L/(4K)$ and the vias' own heating is negligible too. Most of the values behind these figures are listed in the numerical output that follows.

## Calculated quantities

```
Line width, thickness: 50, 100 nm
Dielectric below line, whole stack: 200, 600 nm
Sink temperature: 373 K
Resistivity at sink temperature: 4.0 uohm cm
Resistivity coefficient alpha: 0.0030 1/K
Dielectric conductivity: 0.30 W/(m K)
Current density, current: 20 MA/cm2, 1.00 mA
Metal conductivity (Wiedemann-Franz): 227.8 W/(m K)
Shape factor, 5 and 2.5 nm grid: 2.447, 2.443
Loss g: 0.7330 W/(m K)
g_eff = g - alpha q0: 0.7090 W/(m K)
Joule heat q0: 8.000 W/m
Current density where g_eff = 0: 111 MA/cm2
Healing length: 1.268 um
Long-line rise theta_inf: 11.28 K
Line resistance scale R_lam: 1.113 K/uW
Via side length, height: 50, 200 nm
Barrier: 1.0e-09 m2 K/W, 5.0e-15 ohm m2
Via metal, barrier thermal: 0.351, 0.400 K/uW
Via metal, barrier electrical: 3.20, 2.00 ohm
Via total R_v: 0.751 K/uW; ratio r: 0.675
Via self-heating theta_v: 2.24 K
Added length per via, lam ln(1+r): 0.654 um
Most sensitive L at this r: 1.60 um
Most sensitive L for r -> 0: 2.23 um
Midpoint rise (K): L um | u | R_v=0 | R_v | R_v and theta_v
     1 | 0.394 | 0.82 | 2.94 | 4.60
     2 | 0.789 | 2.79 | 5.40 | 6.57
     5 | 1.972 | 8.20 | 9.42 | 9.79
    10 | 3.945 | 10.85 | 11.02 | 11.07
    20 | 7.890 | 11.28 | 11.28 | 11.28
Unheated vias, L = 2 um: R_v K/uW | r | midpoint K
  0.0 | 0.000 | 2.79
  0.2 | 0.180 | 3.68
  0.5 | 0.449 | 4.72
  1.0 | 0.899 | 5.94
  2.0 | 1.797 | 7.39
  5.0 | 4.493 | 9.14
R_v = L/(4kA) at L = 2 um: 0.439 K/uW
Neglected effects, L = 2 um, base value 6.568 K:
  axial flow in dielectric / in metal: 2.65 %
  midpoint change from it: -0.026 K
  drop inside metal section: 35.1 mK
  change of metal conductivity: -0.21 %
  via side loss (g as in line): -0.178 K
  via resistivity rise: +0.012 K
  heated neighbours, pitch 100 nm: g 0.1470 W/(m K)
    healing length 3.04 um, theta_inf 65.0 K
    midpoint 10.36 K
Largest relative formula-network gap: 1.2e-07
```
